# Linear longitudinal and parabolic transverse exciton branches in a freestanding monolayer: a numerical check

```python
# RESULT UNDER TEST: in a freestanding monolayer the long-range electron-hole
# exchange shifts the longitudinal (L) bright exciton by A*Q and leaves the
# transverse (T) exciton parabolic, for instantaneous Coulomb interaction.
#   Q    center-of-mass momentum (1/nm)
#   A    2 pi e^2 p^2 (eV nm); p^2 = squared transition dipole length per area
#        for one in-plane direction, summed over valleys (dimensionless)
#   r_b  screening length of all other transitions (nm)
#   M    exciton mass in electron masses; k = photon momentum omega/c
# Rydberg units: e^2 = 2 Ry*bohr and hbar^2/(2 m) = Ry*bohr^2.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import block_diag, eigh
from scipy.optimize import brentq

ry = sc.physical_constants["Rydberg constant times hc in eV"][0]
bohr = sc.physical_constants["Bohr radius"][0] * 1e9
e2 = 2 * ry * bohr                       # eV nm
kin = ry * bohr**2                       # eV nm^2
hbar_c = sc.hbar * sc.c / sc.e * 1e9     # eV nm
k_boltz = sc.k / sc.e                    # eV/K

gap, hv, r0, thick = 2.2, 0.35, 4.0, 0.6   # eV, eV nm, nm, nm
DK, KCUT = 0.25, 3.0                       # grid step and cutoff, 1/nm
direction = np.array([np.cos(0.3), np.sin(0.3)])
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)


def bands(k, valley):
    h = (hv * (valley * k[:, 0, None, None] * sx + k[:, 1, None, None] * sy)
         + gap / 2 * sz)
    return np.linalg.eigh(h)


def pair_problem(q_vec, valley, dk=DK, kcut=KCUT):
    """Direct Hamiltonian, density overlaps, dipole elements, 1/area."""
    n = int(np.ceil(kcut / dk))
    axis = dk * np.arange(-n, n + 1)
    k = np.stack(np.meshgrid(axis, axis), -1).reshape(-1, 2)
    k = k[np.hypot(k[:, 0], k[:, 1]) <= kcut + 1e-9]
    ep, up = bands(k + q_vec / 2, valley)
    em, um = bands(k - q_vec / 2, valley)
    cond, val = up[:, :, 1], um[:, :, 0]
    transition = ep[:, 1] - em[:, 0]
    dist = np.hypot(k[:, None, 0] - k[None, :, 0], k[:, None, 1] - k[None, :, 1])
    np.fill_diagonal(dist, 1.0)
    w = 2 * np.pi * e2 / (dist * (1 + r0 * dist))
    qc = dk / np.sqrt(np.pi)             # disc with the area of one grid cell
    np.fill_diagonal(w, 4 * np.pi * e2 * np.log(1 + r0 * qc) / (r0 * qc**2))
    inv_area = dk**2 / (4 * np.pi**2)
    ham = -w * inv_area * (cond.conj() @ cond.T) * (val.conj() @ val.T).T
    ham = ham + np.diag(transition)
    overlap = np.sum(cond.conj() * val, axis=1)
    dip = np.stack([np.einsum("ki,ij,kj->k", cond.conj(), op, val) / transition
                    for op in (hv * valley * sx, hv * sy)], -1)
    return ham, overlap, dip, inv_area


def slope_from_dipoles(dk, kcut):
    total = 0.0
    for valley in (1, -1):
        ham, _, dip, inv_area = pair_problem(np.zeros(2), valley, dk, kcut)
        _, vec = eigh(ham, subset_by_index=[0, 0])
        p = vec[:, 0].conj() @ dip * np.sqrt(inv_area)
        total += abs(p @ direction)**2
    return 2 * np.pi * e2 * total


# --- exciton at Q = 0: slope A and screening by the model's other excitons
strengths = 0.0
for valley in (1, -1):
    ham, _, dip, inv_area = pair_problem(np.zeros(2), valley)
    energies, vecs = eigh(ham)
    p_all = vecs.conj().T @ dip * np.sqrt(inv_area)
    strengths = strengths + 2 * np.pi * e2 * abs(p_all @ direction)**2
    p0 = p_all[0]
    assert abs(p0[1] / p0[0] - valley * -1j) < 1e-6 or \
        abs(p0[1] / p0[0] - valley * 1j) < 1e-6      # circular valley dipoles
E0, A = energies[0], strengths[0]
r_model = np.sum(strengths[1:] / (energies[1:] - E0))

# --- full two-valley problem with bare exchange at finite Q
q_test = [0.02, 0.04, 0.08]
shift_L, energy_T = [], []
for q in q_test:
    parts = [pair_problem(q * direction, valley) for valley in (1, -1)]
    direct_energy = [eigh(x[0], eigvals_only=True, subset_by_index=[0, 0])[0]
                     for x in parts]
    g = np.concatenate([x[1] for x in parts])
    dip = np.concatenate([x[2] for x in parts])
    full = block_diag(parts[0][0], parts[1][0])
    full = full + 2 * np.pi * e2 / q * parts[0][3] * np.outer(g, g.conj())
    en, vec = eigh(full, subset_by_index=[0, 1])
    assert abs(direct_energy[0] - direct_energy[1]) < 1e-9
    assert abs(en[0] - direct_energy[0]) < 1e-9      # T feels no exchange
    across = np.array([-direction[1], direction[0]])
    pT, pL = vec[:, 0].conj() @ dip, vec[:, 1].conj() @ dip
    assert abs(pL @ across) < 0.01 * abs(pL @ direction)
    assert abs(pT @ direction) < 0.01 * abs(pT @ across)
    valley_weight = np.sum(abs(vec[:len(g) // 2, 1])**2)
    assert abs(valley_weight - 0.5) < 1e-3           # equal valley mixing
    shift_L.append(en[1] - direct_energy[0])
    energy_T.append(en[0])
shift_L, energy_T = np.array(shift_L), np.array(energy_T)
qs = np.array(q_test)
x = (A * qs / shift_L - 1) / qs
r_measured = 2 * x[0] - x[1]             # removes the next order in Q
slope_measured = 2 * shift_L[0] / qs[0] - shift_L[1] / qs[1]
assert abs(slope_measured / A - 1) < 0.005
assert abs(r_measured / r_model - 1) < 0.05
parabola_ratio = (energy_T[2] - E0) / (energy_T[1] - E0)
assert abs(parabola_ratio - 4) < 0.04
M = kin * qs[1]**2 / (energy_T[1] - E0)
assert M > 0

# --- localized excitons: direct dipole sum on a triangular lattice (a = 1)
r_soft = 150.0
n = int(4 * r_soft / 0.866) + 1
i, j = np.meshgrid(np.arange(-n, n + 1), np.arange(-n, n + 1))
X, Y = (i + 0.5 * j).ravel(), (np.sqrt(3) / 2 * j).ravel()
R2 = X**2 + Y**2
keep = (R2 > 0.1) & (R2 < (4 * r_soft)**2)
X, Y, R2 = X[keep], Y[keep], R2[keep]
t = R2 / r_soft**2
weight = np.exp(-t) * (1 + t + t**2 / 2) / R2**1.5   # flat-top convergence factor
q_lat = np.array([0.08, 0.16, 0.24, 0.32])
levels = []
for q in q_lat:
    f = weight * np.cos(q * (direction[0] * X + direction[1] * Y))
    mat = np.array([[np.sum(f * (1 - 3 * X * X / R2)), np.sum(-3 * f * X * Y / R2)],
                    [np.sum(-3 * f * X * Y / R2), np.sum(f * (1 - 3 * Y * Y / R2))]])
    levels.append(np.linalg.eigvalsh(mat))
design = np.stack([q_lat**0, q_lat, q_lat**2, q_lat**4], 1)
fit = np.linalg.solve(design, np.array(levels))
lat_T, lat_L = fit[1]
lat_formula = 2 * np.pi / (np.sqrt(3) / 2)
assert abs(lat_L / lat_formula - 1) < 0.005 and abs(lat_T) < 0.005 * lat_formula

# --- layer Coulomb interaction, thickness, retarded sheet fields (quadrature)
q, z = 0.7, 1.3
value = quad(lambda u: 4 / (q * q + u * u), 0, np.inf, weight="cos", wvar=z)[0]
assert abs(value / (2 * np.pi / q * np.exp(-q * z)) - 1) < 1e-6
zz = (np.arange(400) + 0.5) * thick / 400
mean_exp = np.mean(np.exp(-0.01 * abs(zz[:, None] - zz[None, :])))
thick_length = (1 - mean_exp) / 0.01
assert abs(thick_length / (thick / 3) - 1) < 0.01
kk = 0.4
kappa = np.sqrt(q * q - kk * kk)
field_L = quad(lambda u: 4 * (kk**2 - q**2) / (q**2 + u**2 - kk**2), 0, np.inf)[0]
field_T = quad(lambda u: 4 * kk**2 / (q**2 + u**2 - kk**2), 0, np.inf)[0]
assert abs(field_L + 2 * np.pi * kappa) < 1e-6
assert abs(field_T - 2 * np.pi * kk**2 / kappa) < 1e-6

# --- symmetry count of analytic terms for the doublet (three-fold axis, mirrors)
group = []
for m in range(3):
    c, s = np.cos(2 * np.pi * m / 3), np.sin(2 * np.pi * m / 3)
    group += [np.array([[c, -s], [s, c]]), np.array([[c, s], [s, -c]])]


def sym2(g):
    return (np.trace(g)**2 + np.trace(g @ g)) / 2


lin_sym = np.mean([sym2(g) * np.trace(g) for g in group])   # odd: broken by T-reversal
lin_anti = np.mean([np.linalg.det(g) * np.trace(g) for g in group])
quad_sym = np.mean([sym2(g)**2 for g in group])
assert abs(lin_sym - 1) < 1e-9 and abs(lin_anti) < 1e-9 and abs(quad_sym - 2) < 1e-9

# --- second-order coefficient with antiresonant terms (three oscillators)
osc_e, osc_a = np.array([E0, 2.6, 3.5]), np.array([A, 0.9, 2.0])
q = 1e-3
coupling = q * np.sqrt(np.outer(osc_a, osc_a))
casida = np.block([[np.diag(osc_e) + coupling, coupling],
                   [-coupling, -np.diag(osc_e) - coupling]])
roots = np.linalg.eigvals(casida).real
lowest = np.min(roots[roots > 0])
second = ((lowest - E0) / q - A) / q
r_osc = np.sum(2 * osc_a[1:] * osc_e[1:] / (osc_e[1:]**2 - E0**2))
assert abs(second / (-A * (r_osc + A / (2 * E0))) - 1) < 0.02

# --- retarded branches of the example
own_share = 2 * A / E0                   # exciton's own part of static r0
r_b = r0 - own_share
k0 = E0 / hbar_c


def sheet(w, e):
    return r_b + 2 * A * e / (e * e - w * w)


def retarded(q, branch):
    """Branch energy minus exciton energy at Q = 0 without photon coupling."""
    e = E0 + kin * q * q / M

    def condition(w):
        k = w / hbar_c
        kap = np.sqrt(q * q - k * k)
        if branch == "L":
            return 1 + kap * sheet(w, e)
        return 1 - k * k / kap * sheet(w, e)
    lo, hi = (e * (1 + 1e-9), 1.03 * e) if branch == "L" else (0.97 * e, e * (1 - 1e-9))
    return brentq(condition, lo, hi, xtol=1e-14) - E0


table = []
for q in (0.02, 0.05, 0.10):
    kap, kinetic = np.sqrt(q * q - k0 * k0), kin * q * q / M
    ret_L, ret_T = retarded(q, "L"), retarded(q, "T")
    assert abs((ret_L - kinetic) / (A * kap / (1 + r_b * kap)) - 1) < 0.03
    assert abs((ret_T - kinetic) / (-A * k0**2 / kap) - 1) < 0.03
    table.append((q, A * q, A * q / (1 + r_b * q), kinetic, ret_L, ret_T))
q_cross = (A * k0**2 * M / kin)**(1 / 3)
q_cross_num = brentq(lambda q: retarded(q, "T"), 0.4 * q_cross, 4 * q_cross)
assert abs(q_cross_num / q_cross - 1) < 0.03


def reflectance_minus_half(w):
    y = w / hbar_c * 2 * A * E0 / (E0**2 - w**2)
    return abs(1j * y / (1 - 1j * y))**2 - 0.5


width_num = (brentq(reflectance_minus_half, E0 * (1 + 1e-9), 1.03 * E0)
             - brentq(reflectance_minus_half, 0.97 * E0, E0 * (1 - 1e-9)))
width = 2 * A * k0
assert abs(width_num / width - 1) < 0.01

# --- output
print(f"gap {gap:.2f} eV; velocity parameter {hv:.2f} eV nm")
print(f"screening length r0 {r0:.1f} nm; thickness {thick:.1f} nm")
print(f"grid step {DK:.2f} 1/nm; cutoff {KCUT:.1f} 1/nm")
print(f"e^2 = {e2:.5f} eV nm; hbar^2/2m = {kin:.6f} eV nm^2")
print(f"exciton energy E0 {E0:.4f} eV; binding energy {gap - E0:.4f} eV")
print(f"dipole strength p^2 {A / (2 * np.pi * e2):.5f} (dimensionless)")
print(f"slope A {A:.4f} eV nm = {A / (ry * bohr):.4f} Ry bohr")
print(f"slope from full diagonalization {slope_measured:.4f} eV nm")
print(f"A with cutoff 4.0 1/nm: {slope_from_dipoles(0.25, 4.0):.4f} eV nm")
print(f"A with grid step 0.20 1/nm: {slope_from_dipoles(0.20, 3.0):.4f} eV nm")
print(f"two-band screening length: formula {r_model:.4f} nm, "
      f"diagonalization {r_measured:.4f} nm")
print(f"exciton mass M {M:.3f} m_e; twice band-edge mass "
      f"{2 * gap * kin / hv**2:.3f} m_e")
print(f"T energy ratio on doubling Q: {parabola_ratio:.4f}")
for q, s, en_t in zip(qs, shift_L, energy_T):
    print(f"diagonalized Q {q:.2f} 1/nm: L-T {s * 1e3:.4f} meV, "
          f"T-E0 {(en_t - E0) * 1e3:.4f} meV")
print(f"lattice slopes (dipole energy units): L {lat_L:.4f}, T {lat_T:.5f}, "
      f"formula {lat_formula:.4f}")
print(f"analytic terms: linear symmetric {lin_sym:.0f} (odd in Q), "
      f"linear antisymmetric {abs(lin_anti):.0f}, quadratic {quad_sym:.0f}")
print(f"own share of r0 {own_share:.3f} nm; background r_b {r_b:.3f} nm")
print(f"thickness correction length {thick_length:.4f} nm")
print(f"antiresonant correction length A/(2 E0) {A / (2 * E0):.4f} nm")
print(f"window: photon momentum {k0:.5f} 1/nm, 1/r_b {1 / r_b:.4f} 1/nm")
for q, lin, scr, kinetic, ret_L, ret_T in table:
    print(f"Q {q:.2f} 1/nm: A*Q {lin * 1e3:.3f}, screened {scr * 1e3:.3f}, "
          f"kinetic {kinetic * 1e3:.4f} meV")
    print(f"   retarded total: L {ret_L * 1e3:.3f}, T {ret_T * 1e3:.4f} meV")
print(f"T crossover momentum: formula {q_cross:.4f}, root {q_cross_num:.4f} 1/nm")
print(f"L group velocity A/hbar {A * 1e-9 * sc.e / sc.hbar:.3e} m/s")
print(f"radiative full width at Q=0: formula {width * 1e3:.3f} meV, "
      f"reflectance {width_num * 1e3:.3f} meV")
for temp in (4, 300):
    print(f"thermal momentum at {temp} K: "
          f"{np.sqrt(k_boltz * temp * M / kin):.4f} 1/nm")
print("no test failed")
```

Output:

```
gap 2.20 eV; velocity parameter 0.35 eV nm
screening length r0 4.0 nm; thickness 0.6 nm
grid step 0.25 1/nm; cutoff 3.0 1/nm
e^2 = 1.43996 eV nm; hbar^2/2m = 0.038100 eV nm^2
exciton energy E0 1.6207 eV; binding energy 0.5793 eV
dipole strength p^2 0.01437 (dimensionless)
slope A 0.1300 eV nm = 0.1805 Ry bohr
slope from full diagonalization 0.1300 eV nm
A with cutoff 4.0 1/nm: 0.1536 eV nm
A with grid step 0.20 1/nm: 0.1313 eV nm
two-band screening length: formula 0.1529 nm, diagonalization 0.1529 nm
exciton mass M 1.531 m_e; twice band-edge mass 1.368 m_e
T energy ratio on doubling Q: 3.9999
diagonalized Q 0.02 1/nm: L-T 2.5914 meV, T-E0 0.0100 meV
diagonalized Q 0.04 1/nm: L-T 5.1668 meV, T-E0 0.0398 meV
diagonalized Q 0.08 1/nm: L-T 10.2682 meV, T-E0 0.1593 meV
lattice slopes (dipole energy units): L 7.2552, T 0.00003, formula 7.2552
analytic terms: linear symmetric 1 (odd in Q), linear antisymmetric 0, quadratic 2
own share of r0 0.160 nm; background r_b 3.840 nm
thickness correction length 0.1997 nm
antiresonant correction length A/(2 E0) 0.0401 nm
window: photon momentum 0.00821 1/nm, 1/r_b 0.2604 1/nm
Q 0.02 1/nm: A*Q 2.599, screened 2.414, kinetic 0.0100 meV
   retarded total: L 2.223, T -0.4775 meV
Q 0.05 1/nm: A*Q 6.499, screened 5.452, kinetic 0.0622 meV
   retarded total: L 5.443, T -0.1165 meV
Q 0.10 1/nm: A*Q 12.997, screened 9.391, kinetic 0.2488 meV
   retarded total: L 9.590, T 0.1606 meV
T crossover momentum: formula 0.0706, root 0.0709 1/nm
L group velocity A/hbar 1.975e+05 m/s
radiative full width at Q=0: formula 2.135 meV, reflectance 2.135 meV
thermal momentum at 4 K: 0.1177 1/nm
thermal momentum at 300 K: 1.0193 1/nm
no test failed
```
